When interface reactions suppress a second silicide layer: the Gösele–Tu threshold, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Fluxes, atom counts and the critical thickness

**Q.** A metal film reacts with silicon. Two silicides are stable at the annealing temperature, one rich in metal and one poorer in metal. You say the second may fail to grow. Why should a stable compound stay away?

**A.** Stability says which reactions lower the free energy. It does not say which of them runs faster. The poorer silicide is made at one of its faces and consumed at the other, and its thickness depends on the difference. To see who wins we need the two rates, so let me fix the geometry:

M | b | g | Si

Layer b is M_pSi and touches the metal M. Layer g is M_qSi and touches the silicon. The numbers p and q are metal atoms per silicon atom, with p > q. For M₂Si and MSi they are p = 2 and q = 1. The layers are flat, with thicknesses x_b and x_g. I assume that metal is the one mobile species, and count its flux J per unit area as positive towards the silicon, relative to the silicon atoms of the layer it crosses.

**Q.** Then the flux through each layer is diffusivity times concentration drop over thickness. What else is there?

**A.** The atoms must also get in and get out. Metal enters a layer by a reaction at one face and leaves by a reaction at the other, and each needs a departure from local equilibrium to run at a finite rate. Let C₁ be the metal concentration that the layer would have at its metal-side face in equilibrium with its neighbour there, and C₂ the corresponding value at its silicon-side face. The actual values are C(0) and C(x). With interface rates linear in the departure, the three stages are

J = k_in [C₁ − C(0)]

J = D [C(0) − C(x)]/x

J = k_out [C(x) − C₂]

**Q.** You wrote the same J three times. A growing layer stores metal, so the flux in and the flux out differ.

**A.** They differ a little. The layers are compounds with narrow homogeneity ranges, so the drop c = C₁ − C₂ is a small part of the total metal concentration. Growth then needs much more metal than any adjustment of the profile does. I take J as uniform across each layer, the quasi-steady approximation, and in Part 2 we can see what it costs.

Divide each of the three equations by its coefficient and add them. The unknown concentrations cancel:

J/k_in + Jx/D + J/k_out = [C₁ − C(0)] + [C(0) − C(x)] + [C(x) − C₂] = c

With the series coefficient k defined by 1/k = 1/k_in + 1/k_out, this becomes

J = c/(1/k + x/D) = kc/(1 + kx/D)

The length D/k separates two regimes. For x much smaller than D/k the interfaces control the flux, which is nearly kc whatever the thickness. For x much larger than D/k diffusion controls it, and J ≈ Dc/x.

**Q.** Both layers follow this law, each with its own constants?

**A.** Yes: c_b, k_b, D_b for b and c_g, k_g, D_g for g. This treats the reactions on the two sides of the b/g boundary as independent, which is an assumption of the model. A more detailed theory could couple them.

**Q.** Now the thicknesses. I would say that each layer grows in proportion to its own flux.

**A.** That would miss the exchange at their common boundary. Consider the interfaces one at a time. At M/b, metal dissolves into b. No silicon arrives there, so no new compound is formed. At g/Si the arriving metal meets fresh silicon:

q M + Si → M_qSi

Each formula unit uses q metal atoms, so the number of units formed per area and time is J_g/q. At b/g, metal arrives through b at the rate J_b and leaves through g at the rate J_g. The difference converts g into b:

M_qSi + (p − q) M → M_pSi

One conversion uses p − q metal atoms, so the conversion rate is

R = (J_b − J_g)/(p − q)

If J_g exceeds J_b, R is negative and the reaction runs backwards: b gives up metal and becomes g.

**Q.** So g has a source and a sink.

**A.** Let N_b and N_g be the numbers of formula units per area. Each unit holds one silicon atom. Then

dN_b/dt = R = (J_b − J_g)/(p − q)

dN_g/dt = J_g/q − R = J_g/q − (J_b − J_g)/(p − q)

Collect the two terms in J_g over a common denominator:

1/q + 1/(p − q) = [(p − q) + q]/[q(p − q)] = p/[q(p − q)]

so that

dN_g/dt = (pJ_g/q − J_b)/(p − q)

With V_b and V_g the volumes per silicon atom, x_b = V_b N_b and x_g = V_g N_g. Hence

dx_b/dt = V_b (J_b − J_g)/(p − q)

dx_g/dt = V_g (pJ_g/q − J_b)/(p − q)

**Q.** I want to see the atoms balance before I trust those signs.

**A.** Metal in the two layers changes at the rate

p dN_b/dt + q dN_g/dt = [pJ_b − pJ_g + pJ_g − qJ_b]/(p − q) = J_b

which is the metal entering from the film. Silicon in the layers changes at the rate

dN_b/dt + dN_g/dt = R + J_g/q − R = J_g/q

which is the silicon taken from the wafer. Both counts close.

**Q.** What do the equations say about coexistence?

**A.** Layer b grows when J_b > J_g. Layer g grows when J_b < pJ_g/q. Both grow inside the window

1 < J_b/J_g < p/q

For M₂Si and MSi the flux through b must lie between one and two times the flux through g. Above the window g is eaten by b, and below it b is eaten by g.

**Q.** But a shrinking layer becomes thinner, its flux rises, and the ratio moves back into the window. The system should protect both layers.

**A.** That is what happens under pure diffusion control. There J_g = D_g c_g/x_g, which grows without limit as x_g goes to zero. Whatever the finite value of J_b, a sufficiently thin g has pJ_g/q > J_b and must grow. No layer can be eliminated in that way.

With a finite interface coefficient the protection has a ceiling:

J_g → k_g c_g as x_g → 0

Metal cannot pass through even a vanishingly thin g faster than its interfaces react. If J_b exceeds (p/q) k_g c_g, a thin g shrinks, and further thinning cannot save it. If J_b stays above this limit, the layer disappears in a finite time, because its rate of shrinkage does not go to zero with its thickness. Only a fall of J_b can rescue it.

**Q.** And then? Your equation would give a negative thickness.

**A.** The equation for g ceases to apply when g is gone. Layer b then touches silicon and grows by p M + Si → M_pSi, which gives

dx_b/dt = V_b J_b⁰/p

where J_b⁰ is the flux through b in direct contact with silicon. I assume that small seeds of g keep appearing at the b/Si boundary. While J_b is too large, each of them is lost again, apart from a short transient discussed below.

**Q.** If J_b is too large today, why should it not be too large for ever?

**A.** Because b thickens, and its flux falls as it does. The balance for a vanishingly thin seed is reached when

J_b(x_b) = (p/q) k_g c_g

Insert the flux law for b:

k_b c_b/(1 + k_b x_b/D_b) = p k_g c_g/q

Take the reciprocal and multiply by k_b c_b:

1 + k_b x_b/D_b = q k_b c_b/(p k_g c_g)

Subtract 1 and multiply by D_b/k_b. The thickness that solves this equation is the critical thickness

x_c = (D_b/k_b) [q k_b c_b/(p k_g c_g) − 1]

Since J_b decreases with x_b, a thin g shrinks for x_b < x_c and grows for x_b > x_c.

**Q.** The bracket may be negative.

**A.** Then there is no suppression. The condition for it is

q k_b c_b > p k_g c_g

In words, the largest flux that b can pass must exceed p/q times the largest flux that g can pass. Otherwise g grows from the start. The claim that the second layer must wait is thus conditional within this model.

**Q.** Which of the two interface barriers is responsible? Both k_b and k_g appear.

**A.** Multiply out the bracket:

x_c = q D_b c_b/(p k_g c_g) − D_b/k_b

The first term contains the barrier of g and the second that of b, with opposite signs. Let k_b go to infinity at fixed values of everything else. The second term vanishes and x_c becomes larger. Let k_g go to infinity instead, and the first term vanishes, so x_c is no longer positive. The slow interfaces of g cause the suppression. Slow interfaces of b weaken it, because they hold back the flux that destroys g.

**Q.** I still have a thermodynamic complaint. With no g present, b touches silicon. Is the concentration drop across b then the same c_b?

**A.** No, it is larger. Let G_b and G_g be the free energies per formula unit, and let μ be the chemical potential of the metal, with pure silicon as the zero for silicon. The metastable equilibrium of b with silicon requires pμ = G_b, so

μ(b/Si) = G_b/p

At a b/g boundary the silicon potential s is the same in both compounds, so pμ + s = G_b and qμ + s = G_g. Subtracting,

μ(b/g) = (G_b − G_g)/(p − q)

That g is stable against decomposition into b and silicon means G_g < (q/p)G_b. Therefore

μ(b/g) > G_b(1 − q/p)/(p − q) = G_b/p = μ(b/Si)

In a stable phase the metal concentration rises with μ. The lower end of the profile in b is thus lower on silicon than on g, and the drop c_b⁰ on silicon exceeds c_b.

**Q.** Then which drop belongs in x_c?

**A.** The value c_b, since the question is whether an existing seed of g grows or shrinks, and b then faces g. The larger drop c_b⁰ governs how fast b grows while it is alone. It changes the waiting time but not x_c, which is defined for a settled profile. What I leave out is the short adjustment of the profile when a seed first covers the boundary. During it b stores extra metal, so even a vanishingly thin covering seed grows at first, and close below x_c it can last until b has passed the threshold. Part 2 gives the size of this effect.

**Q.** Give me numbers, and tell me where they come from.

**A.** They are round model parameters for M₂Si and MSi at 573 K. The temperature and the atomic volumes are of the order found for nickel silicides, but the rate constants and concentration drops are not fitted to nickel data.

For b: c_b = 0.5 nm⁻³, k_b = 100 nm/s, D_b = 2000 nm²/s, V_b = 0.033 nm³.

For g: c_g = 0.2 nm⁻³, k_g = 5 nm/s, D_g = 1000 nm²/s, V_g = 0.024 nm³.

The drops amount to 0.83 % of the metal in b and 0.48 % of that in g, so the homogeneity ranges are narrow. The limiting fluxes are

k_b c_b = 100 × 0.5 = 50 nm⁻² s⁻¹

k_g c_g = 5 × 0.2 = 1 nm⁻² s⁻¹

The ratio in the bracket is 1 × 50/(2 × 1) = 25, and D_b/k_b = 2000/100 = 20 nm. Hence

x_c = 20 × (25 − 1) = 480 nm

**Q.** That uses your own algebra. Is there a way to the same number that avoids it?

**A.** One can replace each layer by a chain of sites with hopping between neighbours and unequal barriers at the two ends, and solve for the steady flux. The growth rates then follow from the total counts of metal and silicon, without reference to the separate interface reactions. A search for the b thickness at which a g seed of 0.001 nm neither grows nor shrinks gives 480.00 nm. The seed thickness here is a mathematical device for approaching zero, not a physical nucleus.

**Q.** And the two barriers, in numbers?

**A.** With very fast b interfaces and the rest held fixed, the threshold rises from 480 nm to 500 nm. That is the first term alone. For g, suppression ends when q k_b c_b = p k_g c_g, which means

k_g = q k_b c_b/(p c_g) = 50/(2 × 0.2) = 125 nm/s

Above this value, with the other parameters held fixed, g grows from the start. The chosen 5 nm/s is 25 times smaller.

**Q.** What are the fluxes at the threshold?

**A.** The flux through b has fallen to

J_b = 50/(1 + 480/20) = 2 nm⁻² s⁻¹

and the flux through a vanishingly thin g is J_g = 1 nm⁻² s⁻¹. Their ratio is p/q = 2, the upper edge of the coexistence window. At this point g stands still while b continues to grow, at 0.033 × (2 − 1) = 0.033 nm/s. The second layer thus enters without stopping the first.

## Part 2. After the threshold, finite films and the limits of the model

**Q.** Before we go on, restate what we are using.

**A.** The stack is M | b | g | Si, with b = M_pSi, g = M_qSi and p > q. For each layer, x is the thickness, c the equilibrium drop of metal concentration, k the series interface coefficient, D the diffusivity and V the volume per silicon atom. The metal fluxes and growth rates are

J = c/(1/k + x/D)

dx_b/dt = V_b (J_b − J_g)/(p − q)

dx_g/dt = V_g (pJ_g/q − J_b)/(p − q)

When b touches silicon directly, its drop is c_b⁰ > c_b and dx_b/dt = V_b J_b⁰/p. A vanishingly thin g grows once x_b exceeds

x_c = (D_b/k_b)(A − 1), with A = q k_b c_b/(p k_g c_g)

In the example p = 2, q = 1, A = 25, D_b/k_b = 20 nm and x_c = 480 nm.

**Q.** A real seed has some thickness. Does 480 nm still decide its fate?

**A.** Not by itself. First, the threshold for immediate growth moves. For a g layer of thickness l, stationarity requires J_b = pJ_g/q with the full flux law on both sides:

k_b c_b/(1 + k_b x_b/D_b) = (p/q) k_g c_g/(1 + k_g l/D_g)

Take reciprocals and multiply by k_b c_b:

1 + k_b x_b/D_b = A (1 + k_g l/D_g)

The solution for x_b is

X(l) = (D_b/k_b)[A(1 + k_g l/D_g) − 1]

A g layer of thickness l grows when x_b > X(l). In the example k_g/D_g = 5/1000 = 0.005 nm⁻¹, so

X(l) = 480 nm + 20 × 25 × 0.005 l = 480 nm + 2.5 l

A thicker g passes less metal and therefore needs a thicker b to grow at once. Second, X(l) gives the sign of the growth rate at that moment, not the final fate. A g layer that shrinks slowly can last until b has thickened enough to rescue it.

**Q.** Then the system might cross the line, retreat, and cross again. You have not excluded oscillations.

**A.** Look at the motion on the line itself. There dx_g/dt = 0 and J_g = qJ_b/p, so

dx_b/dt = V_b J_b (1 − q/p)/(p − q) = V_b J_b/p > 0

Let F = x_b − X(x_g). On the line, F changes at the rate

dF/dt = dx_b/dt − (dX/dl)(dx_g/dt) = V_b J_b/p > 0

The line can be crossed from the shrinking side to the growing side, but not back. Once g grows, it continues to grow as long as the metal film supplies b.

Within the quasi-steady model, when A > 1 a vanishingly thin g shrinks until b exceeds the critical thickness x_c, and a g layer that has begun to grow continues to do so as long as the metal film supplies b. It remains to test the assumption of uniform fluxes and to examine the waiting time, the later growth, finite metal films and the limits of the model, including nucleation.

Numbers in the example were calculated in double precision.
